# Where Arrhenius Mobility Lines Meet: Gill's Law and the Poole-Frenkel Law

## Problem

A carrier is bound to a centre that is charged when the carrier has left it. A field $F$ lowers the Coulomb barrier, and the drift mobility is described by one of two laws.

The ordinary Poole-Frenkel law is

$$\mu=\mu_0\exp\left[-\frac{\Delta-\beta\sqrt F}{kT}\right],$$

and Gill's empirical law replaces $T$ by an effective temperature:

$$\mu=\mu_0\exp\left[-\frac{\Delta-\beta\sqrt F}{kT_{\rm eff}}\right],\qquad \frac1{T_{\rm eff}}=\frac1T-\frac1{T_0}.$$

Here $\Delta$ is the zero-field barrier. In both laws $\mu_0$, $\Delta$ and $\beta$ are independent of field and temperature, and $T_0$ is a positive constant. An Arrhenius line is a plot of $\ln\mu$ against $1/T$ at one fixed field.

(a) Derive $\beta$ for a Coulomb centre in a medium of permittivity $\varepsilon$.

(b) Find where the Arrhenius lines for different fields intersect under each law.

(c) Which property of the slopes and intercepts decides whether a whole family of lines has a common point?

(d) Evaluate the lines for $\Delta=0.65$ eV, relative permittivity 3, $T_0=600$ K, $\mu_0=0.01$ cm²/Vs and fields of 0.1, 0.2 and 0.5 MV/cm. How much trust does the intersection deserve?

## Hints

1. At the top of the barrier the Coulomb force and the field force balance. The two terms of the potential energy are then equal.
2. Use $u=1/(kT)$ as the variable and write each law as intercept minus slope times $u$.
3. Subtract the equations of two lines. Whatever is common to both fields drops out.
4. "Infinite temperature" is an ordinary point of an Arrhenius plot: it is the axis $1/T=0$.
5. For (d), ask what else depends on field, and whether it changes the true curves or the straight lines fitted to them.

## Solution

### (a) The barrier lowering

Let $r$ be the distance from the centre in the direction in which the field pulls the carrier, and let $e$ be the elementary charge. The potential energy is

$$U(r)=-\frac{e^2}{4\pi\varepsilon r}-eFr .$$

Its derivative vanishes where

$$\frac{e^2}{4\pi\varepsilon r_m^2}=eF,\qquad r_m=\sqrt{\frac{e}{4\pi\varepsilon F}} .$$

This is a maximum, because $U''=-2e^2/(4\pi\varepsilon r^3)$ is negative. Multiplying the force balance by $r_m$ shows that the Coulomb term has the magnitude $eFr_m$, the same as the field term. Hence

$$U(r_m)=-2eFr_m=-2\sqrt{\frac{e^3F}{4\pi\varepsilon}}=-\sqrt{\frac{e^3F}{\pi\varepsilon}} .$$

Without a field the top lies at $U=0$, far from the centre. The lowering is therefore $\beta\sqrt F$, and the remaining barrier is

$$E_a(F)=\Delta-\beta\sqrt F,\qquad \beta=\sqrt{\frac{e^3}{\pi\varepsilon}} .$$

The barrier vanishes at $F_c=(\Delta/\beta)^2$. Both laws are used below this field; beyond it they would give a negative activation energy, which has no meaning as a barrier.

### (b) The intersections

Put $u=1/(kT)$ and $u_0=1/(kT_0)$. Then $1/(kT_{\rm eff})=u-u_0$, and Gill's law becomes

$$\ln\mu=\ln\mu_0-E_a(u-u_0)=\left[\ln\mu_0+E_au_0\right]-E_au .$$

For fixed $F$ this is a straight line in $u$. Its slope is $-E_a$, as in the ordinary law, so slopes alone cannot distinguish the two laws. The difference lies in the intercept, which corresponds to an apparent prefactor

$$\mu_{\rm app}(F)=\mu_0\,e^{E_a(F)/kT_0} .$$

This prefactor falls as the field rises, because $E_a$ falls.

Take two different fields and subtract their lines. The term $\ln\mu_0$ cancels, and so does $\Delta$:

$$\ln\mu_2-\ln\mu_1=-(E_{a2}-E_{a1})(u-u_0)=S(u-u_0),$$

$$S=\beta\left(\sqrt{F_2}-\sqrt{F_1}\right).$$

Since $S\neq0$, the difference vanishes at $u=u_0$ and nowhere else. The result contains neither field, so every pair of lines crosses at the same temperature $T=T_0$. Setting $u=u_0$ in Gill's law gives the height of the crossing, $\mu=\mu_0$.

For the ordinary law the same subtraction gives

$$\ln\mu_2-\ln\mu_1=Su .$$

This vanishes only at $u=0$, that is, at $1/T=0$. There is no crossing at any finite temperature. The ordinary law is the limit $T_0\to\infty$ of Gill's law, in which the meeting point slides along the plot to the axis.

At the meeting point a change of barrier has no effect on the mobility. In the ordinary law this requires thermal energy without limit. In Gill's law it happens at finite $T_0$, where $1/T_{\rm eff}=0$. One can express this by writing the exponent as

$$-\frac{E_a}{kT_{\rm eff}}=-\frac{E_a-T\,(E_a/T_0)}{kT} .$$

It has the form of an activation free energy with an entropy $E_a/T_0$ proportional to the barrier. This is a rewriting of the law; it does not establish a mechanism.

The field dependence gives a second way to read off $T_0$. Differentiating with respect to $\sqrt F$ at fixed temperature gives

$$\frac{\partial\ln\mu}{\partial\sqrt F}=\beta(u-u_0).$$

Below $T_0$ the field raises the mobility, at $T_0$ it has no influence, and above $T_0$ the law says that the field lowers it. That last prediction is formal, since $T_{\rm eff}$ is then negative.

### (c) The condition for a common point

Consider any family of straight lines

$$\ln\mu=A(F)-E_a(F)\,u .$$

All members pass through one point at $u=u_*$ if and only if their heights there agree, which means that

$$A(F)-E_a(F)\,u_*=\text{a constant independent of }F .$$

The intercept must therefore be a linear function of the activation energy, and the coefficient is $u_*=1/(kT_*)$. In Gill's law $A=\ln\mu_0+E_au_0$, so $u_*=u_0$. In the ordinary law $A$ is constant while $E_a$ varies, so the condition forces $u_*=0$.

This shows what "constant prefactor" must mean. If $\mu_0$ depends on field, the ordinary lines can cross elsewhere. If it depends on temperature alone, it cancels from the difference $Su$; the plots are then in general curved, but at finite temperature they still do not cross.

### (d) Numbers

For relative permittivity 3, $\beta=0.4382$ eV (cm/MV)$^{1/2}$. At 0.1 MV/cm the lowering is $0.4382\sqrt{0.1}=0.1386$ eV, which leaves

$$E_a=0.65-0.1386=0.5114\ \text{eV}.$$

At 0.2 and 0.5 MV/cm the barriers are 0.4540 and 0.3402 eV. All three fields are well below $F_c=2.2$ MV/cm.

At $T=300$ K the effective temperature follows from $1/300-1/600=1/600$, so $T_{\rm eff}=600$ K and $kT_{\rm eff}=0.05170$ eV. At the lowest field

$$\mu=0.01\,e^{-0.5114/0.05170}=5.06\times10^{-7}\ \text{cm}^2/\text{Vs}.$$

The other values follow in the same way:

| $F$ (MV/cm) | $\mu$, 300 K (cm²/Vs) | $\mu$, 400 K (cm²/Vs) | $\mu_{\rm app}$ (cm²/Vs) |
|---|---|---|---|
| 0.1 | $5.06\times10^{-7}$ | $7.11\times10^{-5}$ | 198 |
| 0.2 | $1.54\times10^{-6}$ | $1.24\times10^{-4}$ | 65 |
| 0.5 | $1.39\times10^{-5}$ | $3.73\times10^{-4}$ | 7.2 |

The crossing can be recovered from the mobilities alone. Between 0.1 and 0.5 MV/cm the logarithm of the mobility ratio is $\ln(1.389\times10^{-5}/5.060\times10^{-7})=3.31$ at 300 K, and $\ln(3.727\times10^{-4}/7.113\times10^{-5})=1.66$ at 400 K. It halves while $1000/T$ goes from 3.333 to 2.500 K$^{-1}$. Being linear in $1/T$, it reaches zero after one more step of 0.833 K$^{-1}$, at $1000/T=1.667$ K$^{-1}$, which is 600 K.

With the same $\mu_0$, the ordinary law gives $2.56\times10^{-11}$ and $1.93\times10^{-8}$ cm²/Vs at 300 K for these two fields. The logarithm of their ratio is 6.62, twice Gill's value, because $u$ is twice $u-u_0$ at this temperature.

As a test, the barriers were found by direct maximization of $U$, straight lines were fitted between 300 and 400 K, and all three pairs were intersected. Gill's law gave 600.000 K for each pair; the ordinary law gave $1000/T=0.000000$ K$^{-1}$.

### How far the crossing can be trusted

The parameters are round numbers in the rough regime of poly(N-vinylcarbazole) films, a disordered polymer photoconductor in which charge moves by hopping. Mobilities there are, roughly, $10^{-6}$ cm²/Vs or less at room temperature and a few tenths of a MV/cm, so the model value at 0.5 MV/cm is too high by a factor of roughly ten or more. The glass temperature is roughly 500 K. The point at $T_0$ lies 100 K above it, so it is an extrapolation for the glassy film, as long in $1/T$ as the fitted window itself. The largest field is a quarter of a rough breakdown field of 2 MV/cm. The assumption most plainly broken is that of an isolated Coulomb centre with one barrier: $r_m$ is 3.1 to 6.9 nm here, several hops of about 1 nm, and the site energies are disordered. Three corrections can be sized here; a fourth, escape in all directions, is the second variation.

**Disorder.** A Gaussian spread $\sigma$ of site energies is modelled here by $\ln\mu=\text{const}-(2\sigma u/3)^2$ at zero field. Matching its slope to $-\Delta$ at $u_c$, the centre of the window (343 K), gives

$$\frac{8\sigma^2u_c}{9}=\Delta,\qquad \sigma=0.147\ \text{eV}.$$

Relative to the tangent at $u_c$, the curve is lower by the quadratic remainder

$$-\frac{4\sigma^2}{9}(u-u_c)^2=-\frac{\Delta}{2u_c}(u-u_c)^2 .$$

At $T_0$ this is a factor of 0.13 in mobility. If the bending is the same at every field, it changes all fitted slopes equally and all fitted intercepts equally, so the crossing temperature stays at 600 K. The temperature is then better determined than the height $\mu_0$.

That condition need not hold. In the standard Gaussian disorder model the field adds a term $C(\sigma^2u^2-\Sigma^2)\sqrt F$ to $\ln\mu$, where $C$ is a constant and $\Sigma$ measures the disorder of the couplings between sites. This form describes simulations at high fields, roughly from a few tenths of a MV/cm upward; using it at the lower fields of this example is an extrapolation. Tangents at $u_c$ then meet at $u=(u_c^2+\Sigma^2/\sigma^2)/(2u_c)$ for every pair of fields. With the $\sigma$ found above this is about 630 K for $\Sigma=1.5$ and 500 K for $\Sigma=3$. Disorder can thus produce a common extrapolated crossing near 600 K without Gill's law.

**Backward hops.** Over a hop of length $a$, the field multiplies the forward rate by $e^x$ and the backward rate by $e^{-x}$, with $x=eFa/(2kT)$. The net rate is proportional to $2\sinh x$ instead of its low-field form $2x$, so the mobility gains a factor $\sinh x/x$. For $a=1$ nm, 0.5 MV/cm and 300 K it is 1.16.

**Tunnelling near the top.** For a carrier of mass $m$, the top is an inverted parabola with $\hbar\omega=\hbar\sqrt{|U''(r_m)|/m}$. Its transmission at energy $\epsilon$ relative to the top is $1/(1+e^{-2\pi\epsilon/\hbar\omega})$. The thermal average, relative to classical passage, is

$$\int_{-\infty}^{\infty}\frac{u\,e^{-u\epsilon}\,d\epsilon}{1+e^{-2\pi\epsilon/\hbar\omega}}=\frac{y/2}{\sin(y/2)},\qquad y=\hbar\omega u<2\pi .$$

The substitution $q=e^{-2\pi\epsilon/\hbar\omega}$ turns the left side into $p\int_0^\infty q^{p-1}dq/(1+q)$ with $p=y/2\pi$, and this integral equals $\pi/\sin\pi p$. With the free-electron mass, $\hbar\omega=0.0496$ eV at 0.5 MV/cm and the factor at 300 K is 1.17. A heavier carrier has a smaller $\hbar\omega$ and a smaller correction. The estimate assumes coherent motion over the top. A carrier that hops between sites does not move in this way, so the factor illustrates the model barrier and is not a prediction for the polymer film.

This factor describes passage in one dimension. In three dimensions the top is a saddle, which confines the carrier across the field direction. Away from the centre both terms of the potential obey Laplace's equation, so each of the two transverse curvatures is half of $|U''(r_m)|$. In the harmonic approximation the quantization of these motions, including their zero-point energy, contributes a factor $[(y/\sqrt8)/\sinh(y/\sqrt8)]^2$. The leading term of its logarithm, $-y^2/24$, cancels that of tunnelling, and the product of the tunnelling and transverse factors is only 1.007 at 300 K and 0.5 MV/cm.

To leading order backward hops and one-dimensional tunnelling each add $cu^2$ to the difference between two lines, since $\ln(\sinh x/x)\approx x^2/6$ and $\ln[(y/2)/\sin(y/2)]\approx y^2/24$. A tangent at $u_c$ replaces $cu^2$ by $c(2u_cu-u_c^2)$, so the extrapolated crossing satisfies

$$S(u-u_0)+c(2u_cu-u_c^2)=0,$$

$$u-u_0=\frac{c\,u_c(u_c-2u_0)}{S+2cu_c} .$$

To this order the shift changes sign when the measurement is centred at $T_0/2$, here 300 K; higher orders move this point by about 10 K. Backward hops move the crossing of the 0.1 and 0.5 MV/cm lines to 603 K for a window of 300–400 K, and to 596 K for 220–280 K. One-dimensional tunnelling moves it to 602 and 591 K. With the transverse motion included, these two values become 599 and 596 K.

## Variation 1: current density instead of mobility

*Suppose the current density $j=en\mu F$ is plotted, with the carrier density $n$ held fixed. Do the lines still have a common point?*

The factor $F$ adds $\ln F$ to each intercept and leaves the slopes unchanged. Two Gill lines now cross where

$$\ln\frac{F_2}{F_1}+S(u-u_0)=0,\qquad u=u_0-\frac{\ln(F_2/F_1)}{S} .$$

For 0.1 and 0.2 MV/cm, $S=0.1960-0.1386=0.0574$ eV and $u_0=1/0.05170=19.34$ eV$^{-1}$. Then $u=19.34-0.693/0.0574=7.3$ eV$^{-1}$, or about 1600 K. The pair 0.2 and 0.5 MV/cm crosses at about 1030 K.

No single temperature can serve three fields. With $s=\sqrt F$, a common point would require $2\ln s+\beta s(u-u_0)$ to be equal for three values of $s$. This function is strictly concave in $s$, so it takes any value at most twice.

For the ordinary law, set $u_0=0$. The crossing then lies at negative $u$: $1000/T=-1.04$ K$^{-1}$ for the first pair and $-0.69$ K$^{-1}$ for the second. The current lines do not meet at any positive temperature, nor do they share a point at $1/T=0$. Plotting $j/F$ removes the extra term and restores the results of part (b).

## Variation 2: escape in all directions

*The barrier is lowered by $\beta\sqrt F$ only straight along the field. What happens to the crossing if the carrier may leave in any direction?*

Along a ray at angle $\theta$ to the field force, the field term is $-eFr\cos\theta$. In the forward hemisphere $F$ is thus replaced by $F\cos\theta$, and the lowering is $\beta\sqrt{F\cos\theta}$. Assume that in the backward hemisphere the barrier keeps its zero-field value. Let $z=\beta\sqrt F/(kT_{\rm eff})$, with $T_{\rm eff}=T$ in the ordinary law. The enhancement $e^z$ is then replaced by its average over directions. With $\cos\theta=s^2$,

$$G(z)=\frac12+\frac12\int_0^1e^{z\sqrt{\cos\theta}}\,d(\cos\theta)=\frac12+\int_0^1s\,e^{zs}\,ds .$$

Integration by parts gives

$$G(z)=\frac12+\frac{e^z}{z}-\frac{e^z-1}{z^2}=\frac12+\frac{1+(z-1)e^z}{z^2} .$$

At 300 K and 0.5 MV/cm in Gill's law, $z=0.3098/0.05170=5.99$, and the mobility is 0.14 of the value for escape along the field alone. This is a larger change than the factors found above for backward hops and tunnelling.

The true curves still meet where they did. From the integral, $G(0)=1$ for every field, and $G'(z)=\int_0^1s^2e^{zs}ds>0$. Two fields give equal $G$ only if they give equal $z$, which requires $1/T_{\rm eff}=0$. That is $T=T_0$ for Gill's law and $1/T=0$ for the ordinary law.

Straight lines fitted to these curves behave differently. For large $z$, $G\approx e^z/z$, so the difference between two fields is approximately

$$\frac{S}{kT_{\rm eff}}-\frac12\ln\frac{F_2}{F_1} .$$

The extrapolation of this straight line vanishes at $1/(kT_{\rm eff})=\ln(F_2/F_1)/(2S)$, not at zero. For 0.1 and 0.5 MV/cm, $S=0.1712$ eV and the offset is $0.805/0.1712=4.7$ eV$^{-1}$. The ordinary law would then appear to have a crossing near 2500 K, and Gill's law one at $u=19.34+4.7=24.0$ eV$^{-1}$, near 480 K.

Fits to the full $G$ between 300 and 400 K give 3040 K and 510 K. They differ from the estimates because $z$ is not large throughout the window. A finite crossing found by extrapolation is therefore not by itself evidence for Gill's law. In this example the angular average in the ordinary law produces one at 3040 K, far above 600 K, but the value depends on how the escape is modelled. Onsager's result for diffusive escape from a Coulomb centre replaces $G(z)$ by $2I_1(z)/z$, where $I_1$ is a modified Bessel function. The same fit then gives about 1810 K, and the factor 0.14 found above becomes 0.05.

The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Delta = 0.65 eV, eps_r = 3.0, T0 = 600 K
mu0 = 0.010 cm2/Vs, k*T0 = 0.05170 eV
beta = 0.4382 eV (cm/MV)^(1/2)
barrier-vanishing field F_c = 2.201 MV/cm
F = 0.1 MV/cm: lowering 0.1386 eV, E_a 0.5114 eV, r_m 6.93 nm
  Gill apparent prefactor 197.6 cm2/Vs
  Gill mu at 300, 400, 600 K: 5.060e-07, 7.113e-05, 1.000e-02 cm2/Vs
  ordinary PF mu at 300 K, same mu0: 2.560e-11 cm2/Vs
F = 0.2 MV/cm: lowering 0.1960 eV, E_a 0.4540 eV, r_m 4.90 nm
  Gill apparent prefactor 65.13 cm2/Vs
  Gill mu at 300, 400, 600 K: 1.535e-06, 1.239e-04, 1.000e-02 cm2/Vs
  ordinary PF mu at 300 K, same mu0: 2.357e-10 cm2/Vs
F = 0.5 MV/cm: lowering 0.3098 eV, E_a 0.3402 eV, r_m 3.10 nm
  Gill apparent prefactor 7.199 cm2/Vs
  Gill mu at 300, 400, 600 K: 1.389e-05, 3.727e-04, 1.000e-02 cm2/Vs
  ordinary PF mu at 300 K, same mu0: 1.930e-08 cm2/Vs
T_eff at 300 K = 600.0 K, at 400 K = 1200.0 K
fitted pair 0.1/0.2 MV/cm: Gill T = 600.000 K, PF 1000/T = 0.000000 1/K
fitted pair 0.2/0.5 MV/cm: Gill T = 600.000 K, PF 1000/T = 0.000000 1/K
fitted pair 0.1/0.5 MV/cm: Gill T = 600.000 K, PF 1000/T = 0.000000 1/K
d ln(mu)/d sqrt(F) at 300 K = 8.4746 (cm/MV)^(1/2)
d ln(mu)/d sqrt(F) at 400 K = 4.2373 (cm/MV)^(1/2)
d ln(mu)/d sqrt(F) at 600 K = 0.0000 (cm/MV)^(1/2)
d ln(mu)/d sqrt(F) at 700 K = -1.2107 (cm/MV)^(1/2)
current lines 0.1/0.2 MV/cm: Gill T = 1597.5 K, PF 1000/T = -1.0407 1/K
current lines 0.2/0.5 MV/cm: Gill T = 1027.4 K, PF 1000/T = -0.6934 1/K
Neglected effects, lines at 0.1 and 0.5 MV/cm:
all directions: mu factor at 300 K, 0.5 MV/cm = 0.140
  Gill crossing: fit 300-400 K 509.5 K, fit 220-280 K 499.3 K
  PF crossing, fit 300-400 K: 3042 K
backward hops: mu factor at 300 K, 0.5 MV/cm = 1.163
  Gill crossing: fit 300-400 K 603.3 K, fit 220-280 K 595.5 K
  PF crossing, fit 300-400 K: 19500 K
top tunnelling: mu factor at 300 K, 0.5 MV/cm = 1.172
  Gill crossing: fit 300-400 K 602.4 K, fit 220-280 K 591.2 K
  PF crossing, fit 300-400 K: 17955 K
true all-direction Gill curves cross at 600.000 K
hop distance (rough) = 1.0 nm, top quantum = 0.0496 eV
disorder width sigma = 0.1470 eV, matched at 342.9 K
disorder: mu factor at 300 K = 0.799, at T0 = 0.133
disorder: fitted crossing = 600.000 K
rough glass temperature = 500 K, T0 lies 100 K above it
largest field / rough breakdown field (2.0 MV/cm) = 0.25
extrapolation length / fit window in 1/T = 1.00
```
